# The ONCV Optimization Step: Continuity, Residual Energy and Norm

A plane-wave basis cut off at wave vector \(q_c\) cannot hold the part of an orbital that lies above \(q_c\). For the 1s orbital of beryllium and \(q_c=7\) bohr\(^{-1}\), a cutoff of 24.5 Ha, that part carries 1.98 Ha of kinetic energy. A pseudo-orbital \(\phi\) replaces the orbital \(\psi\) inside a radius \(r_c\) to remove this energy, and three simple ways of building it fail. In the eight-function basis used below, the function of smallest norm that joins \(\psi\) smoothly at \(r_c=1.4\) bohr holds 0.0085 of the 0.9954 electrons that belong inside. Multiplying it by a constant to repair the norm multiplies its value and slope at \(r_c\) by the same constant and breaks the join. Optimizing 1s and 2s separately, each with correct join and norm, gives a two-projector matrix whose off-diagonal elements differ by 0.84 Ha, so the nonlocal operator is not Hermitian. Hamann's optimized norm-conserving Vanderbilt (ONCV) step meets all these conditions. It treats the orbitals in turn and finds for each, within the chosen basis and with the earlier orbitals held fixed, the global minimum of the energy above \(q_c\).

## The quantity to be minimized

The atom is spherical and non-relativistic, \(u=rR(r)\) is real, and the reference state \(\psi\) is bound and normalized. Formulas keep \(\hbar\) and \(m\); numbers are in Hartree atomic units, where \(\hbar^2/2m=\tfrac12\) Ha bohr\(^2\). With \(\hat h_l(x)=x\,j_l(x)\), the three-dimensional Fourier transform of \(uY_{lm}/r\) is, up to a phase, \(F(q)Y_{lm}/q\), where
\[
F(q)=\sqrt{2/\pi}\int_0^\infty u(r)\,\hat h_l(qr)\,dr ,\qquad \int_0^\infty F^2dq=\int_0^\infty u^2dr .
\]
The residual energy is
\[
E^R=\frac{\hbar^2}{2m}\int_{q_c}^\infty q^2F^2\,dq .
\]
The infinite range is avoided by subtracting from the total. Parseval's theorem for the gradient gives \(\int_0^\infty q^2F^2dq=\int|\nabla(uY_{lm}/r)|^2d^3r\), provided \(u\) is continuous, since a step would put a delta function in the gradient. The radial part of the right side has the integrand \(r^2[(u/r)']^2=u'^2-2uu'/r+u^2/r^2=u'^2-(u^2/r)'\), whose last term integrates to zero because \(u^2/r\) vanishes at both ends. The angular part is \(l(l+1)u^2/r^2\). For two functions \(a,b\) the same steps give the bilinear form
\[
E^R[a,b]=\frac{\hbar^2}{2m}\left\{\int_0^\infty\!\Big(a'b'+\frac{l(l+1)}{r^2}ab\Big)dr-\int_0^{q_c}\!q^2F_aF_b\,dq\right\}.
\]
For an unconfined scattering state with wave vector below \(q_c\) both terms are infinite, so this subtraction cannot be evaluated as written, although the integral above \(q_c\) can itself remain finite. This is why \(\psi\) is taken to be bound here.

## Three functions and one constraint

Let \(\xi_1,\xi_2,\xi_3\) be orthonormal on \([0,r_c]\), let \(\phi=\sum z_i\xi_i\) inside and \(\phi=\psi\) outside, and match the value alone. To keep the algebra short, suppose all three functions equal \(c>0\) at \(r_c\). The constraint is \(c(z_1+z_2+z_3)=d\) with \(d=\psi(r_c)\).

The constraint matrix is the single row \(C=c\,(1,1,1)\). Its singular value decomposition is its length times its direction: \(\sigma=\sqrt3\,c\) and \(v_1=(1,1,1)/\sqrt3\). Two unit vectors orthogonal to \(v_1\) and to each other are \(v_2=(1,-1,0)/\sqrt2\) and \(v_3=(1,1,-2)/\sqrt6\). Writing \(z=\alpha v_1+y_1v_2+y_2v_3\) gives \(Cz=\sigma\alpha\), so \(\alpha=d/\sigma\) is fixed while \(y_1,y_2\) are free. With \(z_0=(d/\sigma)v_1\), orthonormality of the \(\xi_i\) and of the \(v\)'s gives
\[
\int_0^{r_c}\phi^2dr=|z|^2=\frac{d^2}{3c^2}+y_1^2+y_2^2 .
\]
Norm conservation, \(|z|^2=\langle\psi|\psi\rangle_{r_c}\equiv\int_0^{r_c}\psi^2dr\), becomes the circle \(y_1^2+y_2^2=D\) with \(D=\langle\psi|\psi\rangle_{r_c}-d^2/3c^2\). If \(D<0\) no function in this basis satisfies both conditions.

Let \(\phi_0\) be \(z_0\cdot\xi\) inside and \(\psi\) outside, and let \(\eta_1=v_2\cdot\xi\), \(\eta_2=v_3\cdot\xi\) inside and zero outside. The \(\eta_a\) vanish at \(r_c\), so they are continuous and the bilinear form applies. Expanding \(\phi=\phi_0+y_1\eta_1+y_2\eta_2\),
\[
E^R=E_{00}+2\sum_a\tilde f_ay_a+\sum_{ab}K_{ab}y_ay_b ,
\]
with \(E_{00}=E^R[\phi_0,\phi_0]\), \(\tilde f_a=E^R[\eta_a,\phi_0]\), \(K_{ab}=E^R[\eta_a,\eta_b]\). The rotation \(y_1=x_1\cos\theta-x_2\sin\theta\), \(y_2=x_1\sin\theta+x_2\cos\theta\) produces the cross term \(2x_1x_2[K_{12}\cos2\theta-\tfrac12(K_{11}-K_{22})\sin2\theta]\), which vanishes for \(\tan2\theta=2K_{12}/(K_{11}-K_{22})\). A rotation keeps the circle, so
\[
E^R=E_{00}+2f_1x_1+2f_2x_2+e_1x_1^2+e_2x_2^2,\qquad x_1^2+x_2^2=D,\qquad e_1<e_2 .
\]

Take first \(f_1=0\). Substituting \(x_1^2=D-x_2^2\) leaves \(E_{00}+e_1D+2f_2x_2+(e_2-e_1)x_2^2\) on \(|x_2|\le\sqrt D\), a parabola with vertex \(x_2=-f_2/(e_2-e_1)\). If the vertex lies inside the interval there are two equal minima, \(x_1=\pm\sqrt{D-x_2^2}\). If it lies outside, the minimum is at the nearer end, \(x_2=-\mathrm{sgn}(f_2)\sqrt D\), \(x_1=0\).

For \(f_1\ne0\) the term \(2f_1x_1\) lifts the tie. Reversing \(x_1\) changes that term alone, so the lower point has \(x_1\) opposite in sign to \(f_1\): \(x_1=-\mathrm{sgn}(f_1)\,t\) with \(t=|x_1|\). Stationarity of \(E^R-\lambda(x_1^2+x_2^2)\) gives \((e_i-\lambda)x_i=-f_i\). For \(i=1\), \(e_1-\lambda=-f_1/x_1=|f_1|/t\). Inserting \(\lambda=e_1-|f_1|/t\) into \(i=2\) gives \(x_2=-f_2/(e_2-e_1+|f_1|/t)\), and the circle condition is one equation for \(t\). The general case repeats this structure.

## The general step

**Data at \(r_c\).** The radial equation is \(u''=gu\) with \(g=l(l+1)/r^2+(2m/\hbar^2)(V-\varepsilon)\). The product rule gives \(u'''=g'u+gu'\) and \(u''''=g''u+2g'u'+gu''=g''u+2g'u'+g^2u\). The value and \(M-1\) derivatives of \(\psi\) form the vector \(d\). The functions \(X_i=\hat h_l(q_ir)\) obey the same equation with \(g=l(l+1)/r^2-q_i^2\), so the same recursion supplies their derivatives.

**Orthonormal basis.** Choose \(N>M\) wave vectors. On a quadrature grid with weights \(w_k\), factor the matrix \(\sqrt{w_k}X_i(r_k)=QR\) and set \(\xi=XR^{-1}\). The overlap of the \(X_i\) is \(R^TR\), so that of the \(\xi_i\) is \(R^{-T}R^TR\,R^{-1}=1\). Working with \(R\) avoids forming \(R^TR\), whose condition number is the square of that of \(R\).

**Constraints.** The rows \(C_{ki}=\xi_i^{(k)}(r_c)\), \(k=0,\dots,M-1\), carry different units. Each row and its \(d_k\) are divided by the length of the row, which leaves the solutions of \(Cz=d\) unchanged. Write \(C=U\Sigma V_1^T\) with \(U\) orthogonal, \(\Sigma\) diagonal and \(V_1\) of size \(N\times M\), and let the \(N-M\) columns of \(V_2\) complete the orthonormal set. All \(M\) singular values must be nonzero. Any \(z\) is \(V_1\alpha+V_2y\), and \(Cz=U\Sigma\alpha=d\) fixes \(\alpha=\Sigma^{-1}U^Td\). Hence
\[
z=z_0+V_2y,\qquad z_0=V_1\Sigma^{-1}U^Td,\qquad |z|^2=|z_0|^2+|y|^2 .
\]
So \(z_0\) is the shortest solution, and the norm can be met if and only if \(D=\langle\psi|\psi\rangle_{r_c}-|z_0|^2\ge0\).

**Quadratic form.** With \(\eta=\xi V_2\), the quantities \(E_{00},\tilde f,K\) are defined as before. \(K\) is positive definite. The number \(y^TKy\) is the residual energy of \(\eta\cdot y\), which is not negative; if it were zero, the transform would vanish for all \(q>q_c\); the transform of a function confined to \([0,r_c]\) is analytic in \(q\), so it would vanish everywhere, forcing \(y=0\). Diagonalizing, \(K=P\,\mathrm{diag}(e)\,P^T\), \(x=P^Ty\), \(f=P^T\tilde f\), with \(0<e_1\le e_2\le\dots\),
\[
E^R(x)=E_{00}+\sum_i(2f_ix_i+e_ix_i^2),\qquad \sum_ix_i^2=D .
\]

**Which stationary point.** Let \(x\) satisfy \((e_i-\lambda)x_i=-f_i\) on the sphere, and let \(x'\) be any other point on it. Then \(E^R(x')-E^R(x)=\sum[2f_i(x'_i-x_i)+e_i(x_i'^2-x_i^2)]\). Subtracting \(\lambda\sum(x_i'^2-x_i^2)=\lambda(D-D)=0\) and replacing \(f_i\),
\[
E^R(x')-E^R(x)=\sum_i(e_i-\lambda)\big[x_i'^2-x_i^2-2x_i(x_i'-x_i)\big]=\sum_i(e_i-\lambda)(x_i'-x_i)^2 .
\]
A stationary point with \(\lambda\le e_1\) is therefore a global minimum, and for \(\lambda<e_1\) it is the unique one.

**Root search.** For \(f_1\neq0\) and \(D>0\), set \(\lambda=e_1-|f_1|/t<e_1\), so that \(x_i=-f_i/(e_i-e_1+|f_1|/t)\) and \(|x_1|=t\). The norm condition, with numerator and denominator multiplied by \(t\), is
\[
h(t)=t^2+\sum_{i\ge2}\frac{f_i^2\,t^2}{\big[(e_i-e_1)t+|f_1|\big]^2}-D=0 .
\]
Each term of the sum equals \(f_i^2/(e_i-e_1+|f_1|/t)^2\), whose denominator falls as \(t\) grows, and \(t^2\) rises strictly. Since \(h(0)=-D<0\) and \(h(\sqrt D)\ge0\), there is one root in \((0,\sqrt D]\) and any bracketing method finds it. Then \(z=z_0+V_2Px\).

**The case \(f_1=0\)**, with \(e_1<e_2\). The first equation reads \((e_1-\lambda)x_1=0\). Let \(S=\sum_{i\ge2}f_i^2/(e_i-e_1)^2\). If \(S<D\), take \(\lambda=e_1\), \(x_i=-f_i/(e_i-e_1)\), \(x_1=\pm\sqrt{D-S}\): two minima. If \(S>D\), take \(x_1=0\) and solve \(\sum f_i^2/(e_i-e_1+\mu)^2=D\) for \(\mu=e_1-\lambda\); the left side falls from \(S\) to zero, so one root \(\mu>0\) exists. Both branches and a generic case were tested in two dimensions against a scan over the angle.

**Meaning of \(\lambda\).** Along the minimum, \(dE^R=2\sum(f_i+e_ix_i)dx_i=2\lambda\sum x_idx_i=\lambda\,dD\), so \(\lambda\) is the price of norm in residual energy. The sum \(\sum f_i^2/(e_i-\lambda)^2\) grows with \(\lambda\) below \(e_1\), so for \(f_1\ne0\) one has \(\lambda>0\) when the unconstrained minimum \(-f_i/e_i\) lies inside the sphere. Using \(e_ix_i^2=\lambda x_i^2-f_ix_i\), the minimum is \(E^R=E_{00}+\sum f_ix_i+\lambda D\). For \(N-M=1\) the sphere is two points and \(x_1=-\mathrm{sgn}(f_1)\sqrt D\): nothing is left to optimize but a sign.

## The 1s orbital of beryllium

The reference is the non-relativistic, spin-unpolarized LDA atom (Slater exchange, VWN5 correlation, point nucleus), with total energy \(-14.4472\) Ha and levels \(\varepsilon_{1s}=-3.856411\), \(\varepsilon_{2s}=-0.205744\), \(\varepsilon_{2p}=-0.077178\) Ha. It leaves out relativity and exchange and correlation beyond the local approximation, and the potential is left screened. The parameters are \(r_c=1.4\) bohr, \(q_c=7\) bohr\(^{-1}\), \(M=4\), \(N=8\), and the choice \(q_i=i\pi/2r_c\), from 1.122 to 8.976 bohr\(^{-1}\). The condition number of \(R\) is \(4.2\times10^4\) for \(l=0\). The computed results are in the numerical output below the text, and the hand calculations start from them.

At \(r_c\), \(V=-0.893666\) Ha and \(V'=0.969216\) Ha/bohr, so \(g=2(-0.893666+3.856411)=5.92549\) and \(g'=1.938432\). From \(\psi=0.152775\) and \(\psi'=-0.381015\) follow \(\psi''=5.92549\times0.152775=0.90527\) and \(\psi'''=0.29614-2.25770=-1.96156\). The singular values 1.891, 0.629, 0.1623, 0.02239 show full rank. Then \(D=0.995403-0.008510=0.986893\).

With eigenvector signs chosen so that \(f_i\ge0\), in hartree,
\[
e=(0.0018835,\ 0.88302,\ 22.346,\ 49.057),\quad f=(0.00084188,\ 0.14634,\ 1.3516,\ 1.1731).
\]
The unconstrained minimum has \(\sum f_i^2/e_i^2=0.1998+0.0275+0.0037+0.0006\approx0.23<D\), so \(\lambda\) must be positive. To solve \(h=0\) by hand, start from \(t=\sqrt D=0.99342\), for which \(|f_1|/t=0.000847\). The denominators are \(0.88114+0.00085=0.88199\), \(22.345\) and \(49.056\), giving \(x_2=-0.16592\), \(x_3=-0.06049\), \(x_4=-0.02391\). Their squares sum to \(0.027529+0.003659+0.000572=0.031760\), so \(t^2=0.955133\) and \(t=0.97731\), the printed root. One pass is enough here because \(|f_1|/t\) is about a thousandth of \(e_2-e_1\). Then \(\lambda=0.0018835-0.00084188/0.97731=0.0010221\) Ha.

The energy follows from \(\sum f_ix_i=-(0.000823+0.024281+0.081754+0.028054)=-0.134912\) and \(\lambda D=0.001009\):
\[
E^R=0.134435-0.134912+0.001009\approx5.3\times10^{-4}\ \text{Ha}.
\]
The cancellation leaves two good figures from five-figure inputs; the full calculation gives \(5.308\times10^{-4}\) Ha \(=2.314\times10^{-21}\) J, about 3700 times below the all-electron 1.985 Ha. The missing norm goes mostly into the softest direction, and the stiff amplitudes stay close to \(-f_i/e_i\) because \(\lambda\ll e_i\) for them. The wrong sign of \(x_1\) would cost \(4|f_1|t=3.3\times10^{-3}\) Ha, six times the minimum itself, although \(f_1\) is small.

In each of the channels 1s, 2s and 2p the result was tested by routes that do not use the root search: \(E^R\) and \(K\) by direct integration above \(q_c\), the join by high-precision differentiation of \(\phi\) against the derivatives of the numerical tail, the total norm in \(q\) space, \(\lambda\) from an equivalent matrix eigenproblem, and the minimum by random-start minimization in a null space built by QR. The bases for growing \(N\) are nested, so every function allowed at \(N\) is allowed at \(N+1\) and the global minimum cannot rise; the tested sequence for \(N=5,\dots,8\) is 1.825, 1.383, 0.784, \(0.531\times10^{-3}\) Ha. For the unoccupied 2p level the same steps lower \(E^R\) from \(1.17\times10^{-3}\) to \(5.72\times10^{-6}\) Ha.

## What the number of constraints buys

Take \(l=0\), \(M=4\). Inside, \(\phi\) is a sum of sines, so \(\phi\) and its even derivatives vanish at the origin. Two integrations by parts give \(\int\phi\sin qr\,dr=-q^{-2}\int\phi''\sin qr\,dr\); the boundary terms \(-\phi\cos(qr)/q\) and \(\phi'\sin(qr)/q^2\) vanish at 0 and infinity and cancel at \(r_c\) by continuity. Repeating with \(\phi''\) gives \(+q^{-4}\int\phi''''\sin qr\,dr\). The fourth derivative jumps by \(J=\phi''''(r_c^+)-\phi''''(r_c^-)\). In one more integration the boundary term \(-\phi''''\cos(qr)/q\) contributes \(-\phi''''(r_c^-)\cos(qr_c)/q\) from inside and \(+\phi''''(r_c^+)\cos(qr_c)/q\) from outside. To leading order in \(1/q\),
\[
F(q)\to\sqrt{2/\pi}\,\frac{J\cos qr_c}{q^5},\qquad E^R(q)\to\frac{\hbar^2}{2m}\,\frac2\pi\,\frac{J^2}{2}\int_q^\infty\frac{dq'}{q'^8}=\frac{\hbar^2J^2}{14\pi m\,q^7},
\]
where \(\cos^2\) was averaged to \(\tfrac12\). For \(l=0\) and general \(M\) the chain stops after \(M+1\) integrations, so \(F\sim q^{-(M+1)}\) and \(E^R\sim q^{-(2M-1)}\). For 1s the jump from the derivatives is \(J=-333.5\) bohr\(^{-9/2}\), and the amplitude extracted from \(q^5F\) at large \(q\) gives the same value. The law does not yet hold at \(q_c\): it gives \(333.5^2/(14\pi\times7^7)=3.1\times10^{-3}\) Ha, about six times the actual value. At fixed \(N\) each added constraint also removes one free amplitude and, since the new solutions are a subset of the old, cannot lower \(|z_0|^2\) or raise \(D\).

## The second projector

Let \(V_{\rm loc}=V\) for \(r\ge r_c\), let \(T=-(\hbar^2/2m)[d^2/dr^2-l(l+1)/r^2]\), and define \(\chi_j=(\varepsilon_j-T-V_{\rm loc})\phi_j\), which vanishes outside \(r_c\), and \(B_{ij}=\langle\phi_i|\chi_j\rangle\). In \(B_{12}-B_{21}\) the local and centrifugal terms cancel, and \(\phi_1\phi_2''-\phi_2\phi_1''=(\phi_1\phi_2'-\phi_2\phi_1')'\) gives
\[
B_{12}-B_{21}=(\varepsilon_2-\varepsilon_1)\langle\phi_1|\phi_2\rangle_{r_c}+\frac{\hbar^2}{2m}\big[\phi_1\phi_2'-\phi_2\phi_1'\big]_{r_c}.
\]
The same steps applied to \(\psi_1,\psi_2\) with the full \(V\) have zero on the left. For \(M\ge2\) the brackets agree, and subtraction yields
\[
B_{12}-B_{21}=(\varepsilon_2-\varepsilon_1)\big(\langle\phi_1|\phi_2\rangle_{r_c}-\langle\psi_1|\psi_2\rangle_{r_c}\big).
\]
Once \(\phi_1\) is fixed, with coefficients \(z^{(1)}\) in the same basis, symmetry is the linear condition \(z^{(1)}\!\cdot z=\langle\psi_1|\psi_2\rangle_{r_c}\). It is appended to \(C\) as row \(M+1\), which requires \(N>M+1\), and every other step is unchanged.

With \(B\) symmetric and invertible, \(V_{NL}=\sum|\chi_i\rangle(B^{-1})_{ij}\langle\chi_j|\) is Hermitian. Since \(\langle\chi_j|\phi_k\rangle=B_{kj}=B_{jk}\), it gives \(V_{NL}\phi_k=\chi_k\), so \(H=T+V_{\rm loc}+V_{NL}\) has \(H\phi_k=\varepsilon_k\phi_k\). For the scattering, let \(u\) solve \((H-\varepsilon)u=0\) on \([0,r_c]\) with \(u(0)=0\), and let \(\dot u=\partial u/\partial\varepsilon\), which obeys \((H-\varepsilon)\dot u=u\). Multiply this by \(u\), subtract \(\dot u\) times the first equation, and integrate to \(r_c\). The nonlocal terms cancel because \(B^{-1}\) is symmetric, leaving \(-(\hbar^2/2m)(u\dot u'-\dot uu')_{r_c}=\int_0^{r_c}u^2dr\). With \(L=u'/u\) at \(r_c\), \(u\dot u'-\dot uu'=u^2\,dL/d\varepsilon\). At \(\varepsilon_k\), where the regular solution (assumed unique up to scale) is \(\phi_k\),
\[
\frac{dL}{d\varepsilon}\Big|_{\varepsilon_k}=-\frac{2m}{\hbar^2}\,\frac{\langle\psi_k|\psi_k\rangle_{r_c}}{\psi_k(r_c)^2},
\]
the all-electron value, because norm and boundary value are both conserved.

For Be 2s the required overlap is \(-0.035120\) and \(D=0.115242-0.055563=0.059678\), up to rounding. With \(\lambda=0.120163\) Ha, \(x_1=-0.15447/(0.85833-0.12016)=-0.20926\), and \(0.20926^2+0.11455^2+0.05259^2=0.05968=D\). The result is \(E^R=8.016\times10^{-4}\) Ha \(=3.495\times10^{-21}\) J, against \(9.86\times10^{-2}\) Ha for the all-electron orbital, and \(\phi_{2s}\) keeps one node.

Two features of the 2s numbers follow from the 1s solution. The new row has a fraction \(0.008510/0.995403=0.0085\) of its squared length in the span of the continuity rows. A unit row fully orthogonal to them would add a singular value 1 and leave the others alone, and the printed set 1.891, 1, 0.6288, 0.1622, 0.02232 is close to that. Second, \(K\) depends on the null functions and not on \(\psi\), so the 2s matrix is the 1s matrix restricted to the hyperplane normal to the 1s vector \(x\). That vector has \(0.955/0.987=97\%\) of its squared length along the softest eigenvector. Were it 100%, the remaining eigenvalues would be \(e_2,e_3,e_4\) of 1s; they are 0.858, 22.264, 49.029 Ha against 0.883, 22.346, 49.057 Ha. The other 3.2% leaves the 2s amplitude along the soft direction an interval of half-width \(\sqrt{0.032\times0.0597}=0.044\), against 0.25 without the overlap row. The required overlap is not the one that minimizes the energy: without the row the 2s minimum is \(7.9\times10^{-6}\) Ha, a hundred times lower.

That lower value is unusable. The overlap then comes out as 0.195332, and the identity predicts \(3.650667\times(0.195332+0.035120)=0.84130\) Ha, which agrees with the quadrature of \(B_{12}-B_{21}\). This asymmetry does not depend on \(V_{\rm loc}\), but the levels do: for the quartic \(V_{\rm loc}\) described next, symmetrizing \(B\) by hand leaves the nearest levels 1.603 and 0.044 Ha above \(\varepsilon_{1s}\) and \(\varepsilon_{2s}\). With the row in place and an even quartic \(V_{\rm loc}\) matched to \(V,V',V''\), one finds \(B_{12}=B_{21}=0.92407\) Ha, and diagonalizing \(H\) returns both levels. The slopes are \(-2(0.995403)/0.152775^2=-85.295\) and \(-2(0.115242)/0.533138^2=-0.81089\) in (bohr Ha)\(^{-1}\), tested against finite differences of \(L\) for both Hamiltonians.

The construction fixes \(L\) and its slope at the two reference energies and places no condition on \(L\) elsewhere. At \(\varepsilon=0\) the pseudo value exceeds the all-electron 0.48192 bohr\(^{-1}\) by 0.00012, and at 0.5 Ha it exceeds 0.00826 by 0.0021. Spurious bound states are not excluded by any step above, since they depend on \(V_{\rm loc}\) and \(B\); for this \(V_{\rm loc}\) the s spectrum has one level below 2s, the 1s level.

## Numbers as computed

```
Be LDA: Z = 4, rc = 1.4 bohr, qc = 7.0 1/bohr, qc^2/2 = 24.5 Ha, M = 4, N = 8
q_i (1/bohr): 1.122 2.244 3.366 4.488 5.61 6.732 7.854 8.976
basis condition number: l=0 4.23e+04, l=1 4.90e+05
eps 1s 2s 2p (Ha): -3.8564106 -0.20574378 -0.07717775
total energy = -14.447209 Ha, virial residual = -3.8e-11 Ha
V, dV/dr, d2V/dr2 at rc = -0.893666 Ha, 0.969216 Ha/bohr, -1.665439 Ha/bohr^2
1s d_m, m=0..3 (bohr^(-1/2-m)): 0.152775 -0.381015 0.905268 -1.96156
1s norm = 0.995403, |z0|^2 = 0.008510, D = 0.986893
1s singular values (unit rows): 1.891 0.629 0.1623 0.02239
1s e_i (Ha): 0.0018835 0.88302 22.346 49.057
1s f_i (Ha): 0.00084188 0.14634 1.3516 1.1731
1s x_i: -0.97731 -0.16592 -0.060487 -0.023914
1s E00 = 0.134435 Ha, lambda = 0.00102206 Ha, nodes inside rc = 0
1s ER = 5.30759e-04 Ha = 2.31397e-21 J; direct integral 5.30759e-04 Ha
1s multistart minimum 5.30759e-04 Ha; all-electron ER = 1.98465e+00 Ha
2s d_m, m=0..3 (bohr^(-1/2-m)): 0.533138 0.348786 -0.733515 0.553577
2s norm = 0.115242, |z0|^2 = 0.055563, D = 0.059678
2s singular values (unit rows): 1.891 1 0.6288 0.1622 0.02232
2s e_i (Ha): 0.85833 22.264 49.029
2s f_i (Ha): 0.15447 2.5365 2.5721
2s x_i: -0.20926 -0.11455 -0.05259
2s E00 = 0.451768 Ha, lambda = 0.120163 Ha, nodes inside rc = 1
2s ER = 8.01582e-04 Ha = 3.49469e-21 J; direct integral 8.01582e-04 Ha
2s multistart minimum 8.01582e-04 Ha; all-electron ER = 9.85895e-02 Ha
2p d_m, m=0..3 (bohr^(-1/2-m)): 0.455786 0.189813 -0.2792 0.102825
2p norm = 0.108668, |z0|^2 = 0.035699, D = 0.072968
2p singular values (unit rows): 1.893 0.6252 0.1592 0.02162
2p e_i (Ha): 0.031186 4.9865 35.118 59.09
2p f_i (Ha): 0.0059385 0.78276 2.4335 2.6169
2p x_i: -0.20382 -0.15704 -0.069299 -0.044287
2p E00 = 0.408526 Ha, lambda = 0.00205035 Ha, nodes inside rc = 0
2p ER = 5.72486e-06 Ha = 2.49589e-23 J; direct integral 5.72486e-06 Ha
2p multistart minimum 5.72486e-06 Ha; all-electron ER = 1.17459e-03 Ha
1s ER for N = 5 6 7 8 (Ha): 0.001825 0.001383 0.0007841 0.0005308
1s jump J = -333.5, from q^5 F(q): -333.5 (bohr^-9/2)
Vloc a0 (Ha), a2 (Ha/bohr^2), a4 (Ha/bohr^4): -2.14976 0.935582 -0.150366
<1s|2s>_rc all-electron = -0.035120; without overlap row = 0.195332
B11 B12 B21 B22 (Ha): -5.199493 0.92407 0.92407 -0.2472035
pseudo levels (Ha): -3.8564106 -0.20574378 ; s levels below 2s: 1
no overlap row: B12-B21 = 0.841304 Ha, predicted 0.841304 Ha
no overlap row: ER = 7.8557e-06 Ha, level shifts (Ha): 1.603 0.04415
1s L(rc): all-electron -2.493961, pseudo -2.493961 (1/bohr)
1s dL/deps: formula -85.295, AE -85.295, pseudo -85.295 (1/(bohr Ha))
2s L(rc): all-electron 0.654212, pseudo 0.654212 (1/bohr)
2s dL/deps: formula -0.81089, AE -0.81089, pseudo -0.81089 (1/(bohr Ha))
L(rc) at eps = 0.0 Ha: AE 0.48192, pseudo 0.48205 (1/bohr)
L(rc) at eps = 0.5 Ha: AE 0.00826, pseudo 0.01035 (1/bohr)
1 Ha = 4.3597447e-18 J
```
